# The absolute hydrogen-electrode potential and its electron convention: a program that tests the result

```python
# Result under test: the absolute potential of the standard hydrogen electrode,
#   E_abs = (dG_at + dG_ion + alpha) / F, close to 4.44 V at 298.15 K.
# dG_at : 1/2 H2(g) -> H(g);  dG_ion : H(g) -> H+(g) + e-(at rest in vacuum)
# alpha : real solvation free energy of H+, from 1 bar gas just outside the
#         solution to 1 mol/kg; a measured input. F : Faraday constant.
# Free electron convention: zero energy at rest outside the solution, no
# thermal terms. Proton nuclear spin is omitted on both sides of a reaction.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import BarycentricInterpolator
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, fci

T0, P0 = 298.15, 1.0e5
k, h, hbar, NA, R = sc.k, sc.h, sc.hbar, sc.N_A, sc.R
F = sc.e * NA / 1000.0                      # kJ/mol per volt
hartree = sc.physical_constants["Hartree energy"][0]
HA = hartree * NA / 1000.0                  # kJ/mol per hartree
mass_ratio = sc.m_p / sc.m_e
alpha, alpha_band = -1088.0, 2.0            # measured input, kJ/mol


def h2_energy(distance, basis):
    """Hartree-Fock energy and full-CI correlation energy, hartree.

    The singlet pair function is a symmetric matrix C over orbitals. The
    Hamiltonian acts as hC + Ch + K[C], K being an exchange-type contraction.
    The lowest state is found by Davidson iteration.
    """
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                unit="Bohr", basis=basis, verbose=0)
    mol.incore_anyway = True
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    orb = mf.mo_coeff
    size = orb.shape[1]
    core = orb.T @ mf.get_hcore() @ orb

    def act(c):
        repulsion = mf.get_k(mol, orb @ c @ orb.T, hermi=1)
        return core @ c + c @ core + orb.T @ repulsion @ orb

    e_hf_el = mf.e_tot - mol.energy_nuc()
    gap = mf.mo_energy - mf.mo_energy[0]
    diagonal = e_hf_el + gap[:, None] + gap[None, :]
    trial = np.zeros((size, size))
    trial[0, 0] = 1.0
    space, images = [], []
    for _ in range(40):
        space.append(trial)
        images.append(act(trial))
        small = np.array([[np.sum(a * b) for b in images] for a in space])
        values, vectors = np.linalg.eigh((small + small.T) / 2)
        energy, weights = values[0], vectors[:, 0]
        pair = sum(w * a for w, a in zip(weights, space))
        residual = sum(w * b for w, b in zip(weights, images)) - energy * pair
        if np.linalg.norm(residual) < 1e-5:
            break
        trial = residual / np.maximum(diagonal - energy, 0.01)
        for _repeat in range(2):
            for a in space:
                trial = trial - np.sum(a * trial) * a
        trial = (trial + trial.T) / 2
        trial = trial / np.linalg.norm(trial)
    assert np.linalg.norm(residual) < 1e-5
    return mf.e_tot, energy - e_hf_el, mf


# The pair solver must equal a library full configuration interaction
e_hf, e_corr, mf_small = h2_energy(1.4, "cc-pvdz")
e_fci = fci.FCI(mf_small).kernel()[0]
assert abs(e_hf + e_corr - e_fci) < 1e-6

# Basis limit at one distance
hf3, c3, _ = h2_energy(1.4, "cc-pvtz")
hf4, c4, _ = h2_energy(1.4, "cc-pvqz")
hf5, c5, _ = h2_energy(1.4, "cc-pv5z")
limit_45 = hf5 + (125 * c5 - 64 * c4) / 61
limit_34 = hf4 + (64 * c4 - 27 * c3) / 37
assert abs(limit_45 - limit_34) < 5e-4      # two extrapolations agree

# Potential curve on Chebyshev nodes; R*E is smooth at short distance
r_lo, r_hi, n_nodes = 0.5, 3.6, 15
angles = (2 * np.arange(n_nodes) + 1) * np.pi / (2 * n_nodes)
nodes = 0.5 * (r_lo + r_hi) + 0.5 * (r_hi - r_lo) * np.cos(angles)
curve = np.array([sum(h2_energy(x, "cc-pvtz")[:2]) for x in nodes])
interpolant = BarycentricInterpolator(nodes, nodes * curve)
assert abs(float(interpolant(1.4)) / 1.4 - (hf3 + c3)) < 1e-5

# Nuclear radial equation in a sinc grid basis
r = np.linspace(r_lo, r_hi, 140)
dr = r[1] - r[0]
mu = mass_ratio / 2
diff = np.arange(len(r))[:, None] - np.arange(len(r))[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(diff) / safe**2) / (2 * mu * dr**2)
potential = interpolant(r) / r + limit_45 - (hf3 + c3)
levels = []
for J in range(13):
    ham = kinetic + np.diag(potential + J * (J + 1) / (2 * mu * r**2))
    values, vectors = eigh(ham, subset_by_index=[0, 2])
    levels.append(values)
    if J == 0:
        rot_B = np.sum(vectors[:, 0]**2 / (2 * mu * r**2))
levels = np.array(levels)
E00 = levels[0, 0]
D0 = (-1.0 - E00) * HA                     # two H atoms at -1/2 hartree each


def translation(T, mass):
    return (2 * np.pi * mass * k * T / h**2)**1.5 * k * T / P0


def internal_h2(T):
    J = np.arange(len(levels))
    weight = np.where(J % 2 == 0, 0.25, 0.75) * (2 * J + 1)
    boltz = np.exp(-(levels - E00) * hartree / (k * T))
    return np.sum(weight[:, None] * boltz)


def thermal(T):
    """Thermal free energies of H2, H and H+ at 1 bar, kJ/mol."""
    rt = R * T / 1000
    m_h = sc.m_p + sc.m_e
    g_h2 = -rt * np.log(translation(T, 2 * m_h) * internal_h2(T))
    g_h = -rt * np.log(2 * translation(T, m_h))
    g_p = -rt * np.log(translation(T, sc.m_p))
    return g_h2, g_h, g_p


# Rotational sum against the high-temperature rigid-rotor expansion
RT = R * T0 / 1000
x = rot_B * hartree / (k * T0)
q_rigid = (1 + x / 3 + x**2 / 15) / (2 * x)
assert abs(RT * np.log(internal_h2(T0) / q_rigid)) < 0.03

# Translational formula against an explicit sum over box levels
box = 1e-6
n = np.arange(1, 150001, dtype=float)
q_line = np.exp(-n**2 * h**2 / (8 * sc.m_p * box**2 * k * T0)).sum()
q_box = q_line**3 * (k * T0 / P0) / box**3
assert abs(np.log(q_box / translation(T0, sc.m_p))) < 1e-3

# Ionisation energy: Rydberg formula against a radial finite-difference solve
rydberg = sc.physical_constants["Rydberg constant times hc in J"][0]
reduced = mass_ratio / (1 + mass_ratio)
ion_energy = rydberg * reduced * NA / 1000
step = 0.005
radius = step * np.arange(1, 6001)
ground = eigh_tridiagonal(1 / (reduced * step**2) - 1 / radius,
                          -np.ones(5999) / (2 * reduced * step**2),
                          select="i", select_range=(0, 0))[0][0]
assert abs(-ground * HA / ion_energy - 1) < 2e-5

g_h2, g_h, g_p = thermal(T0)
dG_at = D0 / 2 + g_h - g_h2 / 2
dG_ion = ion_energy + g_p - g_h
total = dG_at + dG_ion + alpha
E_abs = total / F
assert abs(E_abs - 4.44) < alpha_band / F

# Bookkeeping: removing both electrons from H2 bypasses the atom. The allowance
# covers the finite-nuclear-mass shift, absent from clamped-nuclei energies.
gas_direct = -E00 * HA / 2 + g_p - g_h2 / 2
mass_shift = 0.5 * HA * (1 - reduced)
assert abs(gas_direct - (dG_at + dG_ion)) < mass_shift + 0.02

# Electrode equilibrium: minimise free energy over transferred charge
# (units e, volt; capacitance 1 e/V) and read the electron level from outside.
recovered = []
for work_function in (4.0, 5.0, 6.0):
    def free_energy(charge, W=work_function):
        return charge * (total / F - W) + charge**2 / 2
    best = minimize_scalar(free_energy, bounds=(-5, 5), method="bounded",
                           options={"xatol": 1e-9}).x
    recovered.append(work_function - best)
assert np.max(np.abs(np.array(recovered) - E_abs)) < 1e-5

# Electron gas at 1 bar, chemical potential from the rest-electron level
wave3 = (h / np.sqrt(2 * np.pi * sc.m_e * k * T0))**3
target = P0 * wave3 / (2 * k * T0)


def fermi_integral(log_z):
    f = lambda y: y**1.5 / (np.exp(y - log_z) + 1)
    return quad(f, 0, 60, epsabs=1e-11)[0] / (0.75 * np.sqrt(np.pi))


log_z = brentq(lambda s: fermi_integral(s) - target, -3, 3)
series = -mp.re(mp.polylog(mp.mpf("2.5"), -mp.exp(log_z)))
assert abs(float(series) - target) < 1e-6
mu_boltz = RT * np.log(target)
mu_fermi = RT * log_z
fermi_zero = (7.5 * np.pi**2 * hbar**3 * P0 / (2 * sc.m_e)**1.5)**0.4
fermi_zero *= NA / 1000
mu_shifted = mu_fermi - fermi_zero

# Standard state, surface potential and neglected effects
state_shift = RT * np.log(1000 * k * T0 * NA / P0)
chi = 0.1                                  # rough surface potential, V
basis_error = abs(limit_45 - limit_34) * HA / 2
nuclear_scale = (-1 - limit_45) * HA / mass_ratio / 2
relativistic = sc.alpha**2 / 4 * rydberg * NA / 1000
virial = 15e-6                             # rough, m3/mol
nonideal = virial * P0 / 2 / 1000
h2_hot, _, p_hot = thermal(T0 + 10)
gas_hot = (p_hot - h2_hot / 2) - (g_p - g_h2 / 2)
solv_entropy = -0.1                        # rough, kJ/(mol K)
solv_hot = -solv_entropy * 10
assert max(basis_error, nuclear_scale, relativistic, nonideal) < alpha_band


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Temperature", T0, "K")
show("Gas pressure", P0 / 1e5, "bar", 0)
show("Faraday constant", F, "kJ/mol per V", 4)
show("RT", RT, "kJ/mol", 3)
show("H2 energy, basis-limit estimate at 1.4 bohr", limit_45, "hartree", 6)
show("H2 lowest rovibrational energy", E00, "hartree", 6)
show("H2 dissociation energy D0", D0, "kJ/mol")
show("Half of D0", D0 / 2, "kJ/mol")
show("H2 internal partition sum", internal_h2(T0), "(no unit)", 4)
show("Thermal free energy of H2", g_h2, "kJ/mol")
show("Thermal free energy of H", g_h, "kJ/mol")
show("Thermal free energy of H+", g_p, "kJ/mol")
show("Bound-electron spin term RT ln 2", RT * np.log(2), "kJ/mol", 3)
show("Ionisation energy of H", ion_energy, "kJ/mol")
show("Atomisation free energy", dG_at, "kJ/mol")
show("Ionisation free energy, electron at rest", dG_ion, "kJ/mol")
show("Gas-phase sum", dG_at + dG_ion, "kJ/mol")
show("Gas-phase sum bypassing the atom", gas_direct, "kJ/mol")
show("Finite-nuclear-mass shift of the atom", mass_shift, "kJ/mol")
show("Real solvation free energy (measured input)", alpha, "kJ/mol", 0)
show("Band of that input", alpha_band, "kJ/mol", 0)
show("Sum of three terms", total, "kJ/mol")
show("Absolute potential", E_abs, "V", 3)
show("Band of absolute potential", alpha_band / F, "V", 3)
show("Solvation value giving exactly 4.44 V",
     4.44 * F - dG_at - dG_ion, "kJ/mol")
for W, value in zip((4, 5, 6), recovered):
    show(f"Potential recovered with work function {W} eV", value, "V", 3)
show("Electron gas, Boltzmann", mu_boltz, "kJ/mol", 3)
show("Electron gas, Fermi-Dirac", mu_fermi, "kJ/mol", 3)
show("Zero-temperature enthalpy of electron gas", fermi_zero, "kJ/mol", 3)
show("Fermi-Dirac from that enthalpy", mu_shifted, "kJ/mol", 3)
show("Potential if Boltzmann term is added", E_abs + mu_boltz / F, "V", 3)
show("Potential if Fermi-Dirac term is added", E_abs + mu_fermi / F, "V", 3)
show("Potential if shifted Fermi term is added",
     E_abs + mu_shifted / F, "V", 3)
show("Gas standard-state term, 1 bar to 1 mol/L", state_shift, "kJ/mol")
show("Potential if 1 mol/L solvation value is mixed in",
     E_abs - state_shift / F, "V", 3)
show("Surface potential (rough input)", chi, "V", 1)
show("Surface work F chi", F * chi, "kJ/mol")
show("Potential if intrinsic solvation value is used", E_abs - chi, "V", 3)
show("Neglected: basis-limit uncertainty", basis_error, "kJ/mol", 3)
show("Neglected: scale of clamped-nuclei error", nuclear_scale, "kJ/mol", 3)
show("Neglected: relativistic shift of H", relativistic, "kJ/mol", 3)
show("H2 second virial coefficient (rough input)", virial * 1e6, "cm3/mol", 0)
show("Neglected: H2 non-ideality", nonideal, "kJ/mol", 5)
show("Gas-phase change on warming by 10 K", gas_hot, "kJ/mol")
show("Solvation entropy (rough input)", solv_entropy, "kJ/(mol K)", 1)
show("Solvation change on warming by 10 K, rough", solv_hot, "kJ/mol", 0)
show("Net potential change on warming by 10 K, rough",
     (gas_hot + solv_hot) / F, "V", 3)
print("every check passed")
```

It prints:

```
Temperature: 298.15 K
Gas pressure: 1 bar
Faraday constant: 96.4853 kJ/mol per V
RT: 2.479 kJ/mol
H2 energy, basis-limit estimate at 1.4 bohr: -1.174514 hartree
H2 lowest rovibrational energy: -1.164571 hartree
H2 dissociation energy D0: 432.08 kJ/mol
Half of D0: 216.04 kJ/mol
H2 internal partition sum: 1.9356 (no unit)
Thermal free energy of H2: -30.50 kJ/mol
Thermal free energy of H: -28.01 kJ/mol
Thermal free energy of H+: -26.28 kJ/mol
Bound-electron spin term RT ln 2: 1.718 kJ/mol
Ionisation energy of H: 1312.04 kJ/mol
Atomisation free energy: 203.29 kJ/mol
Ionisation free energy, electron at rest: 1313.76 kJ/mol
Gas-phase sum: 1517.04 kJ/mol
Gas-phase sum bypassing the atom: 1517.76 kJ/mol
Finite-nuclear-mass shift of the atom: 0.71 kJ/mol
Real solvation free energy (measured input): -1088 kJ/mol
Band of that input: 2 kJ/mol
Sum of three terms: 429.04 kJ/mol
Absolute potential: 4.447 V
Band of absolute potential: 0.021 V
Solvation value giving exactly 4.44 V: -1088.65 kJ/mol
Potential recovered with work function 4 eV: 4.447 V
Potential recovered with work function 5 eV: 4.447 V
Potential recovered with work function 6 eV: 4.447 V
Electron gas, Boltzmann: -0.057 kJ/mol
Electron gas, Fermi-Dirac: 0.337 kJ/mol
Zero-temperature enthalpy of electron gas: 3.971 kJ/mol
Fermi-Dirac from that enthalpy: -3.633 kJ/mol
Potential if Boltzmann term is added: 4.446 V
Potential if Fermi-Dirac term is added: 4.450 V
Potential if shifted Fermi term is added: 4.409 V
Gas standard-state term, 1 bar to 1 mol/L: 7.96 kJ/mol
Potential if 1 mol/L solvation value is mixed in: 4.364 V
Surface potential (rough input): 0.1 V
Surface work F chi: 9.65 kJ/mol
Potential if intrinsic solvation value is used: 4.347 V
Neglected: basis-limit uncertainty: 0.021 kJ/mol
Neglected: scale of clamped-nuclei error: 0.125 kJ/mol
Neglected: relativistic shift of H: 0.017 kJ/mol
H2 second virial coefficient (rough input): 15 cm3/mol
Neglected: H2 non-ideality: 0.00075 kJ/mol
Gas-phase change on warming by 10 K: -0.44 kJ/mol
Solvation entropy (rough input): -0.1 kJ/(mol K)
Solvation change on warming by 10 K, rough: 1 kJ/mol
Net potential change on warming by 10 K, rough: 0.006 V
every check passed
```
